# Barrier thickness and depletion width around a small spherical metal contact

A metal sphere of radius 10 nm sits in a semiconductor whose depletion layer under a flat contact would be 257.5 nm wide. Around the sphere the depletion layer is 95.1 nm wide, yet the band bending has already dropped to half its contact value 7.5 nm from the metal. Under the flat contact the same drop takes 75.4 nm. Why is the half-height distance so close to the radius, when the depletion width is not?

The numbers belong to a model with round parameters: n-type material of relative permittivity 12, donor density $N=10^{16}\ \mathrm{cm^{-3}}$, band bending $V=0.5$ V at the metal, temperature 300 K.

## 1. The flat contact

Let $\psi\ge 0$ be the upward bending of the conduction band, in volts, measured from its level in the bulk. Electron energy is $-q$ times the electrostatic potential $\phi$, so $\psi=-\phi$. Poisson's equation $\nabla^2\phi=-\rho/\varepsilon$ becomes $\nabla^2\psi=+\rho/\varepsilon$. Here $V$ is the bending at the metal, not the barrier height measured from the Fermi level.

Assume first full depletion: the charge density is $qN$ inside a layer with a sharp edge and zero beyond it. Donors are treated as a continuum. At distance $x$ from a flat metal,

$$\psi''=\frac{qN}{\varepsilon},\qquad \psi(W)=\psi'(W)=0 .$$

The edge conditions say that potential and field are continuous with the neutral bulk. Two integrations from the edge give $\psi=(qN/2\varepsilon)(W-x)^2$. Setting $\psi(0)=V$,

$$W=\sqrt{\frac{2\varepsilon V}{qN}},\qquad \frac{\psi}{V}=\Big(1-\frac{x}{W}\Big)^2 .$$

Define the thickness $x_f$ as the distance at which $\psi=fV$, with $0<f<1$. Here $x_f=W(1-\sqrt f)$. For $f=1/2$ this is $0.293\times257.5=75.4$ nm. Every measure of the barrier is a fixed fraction of $W$, so one length describes the flat contact. The sphere will need two.

## 2. The sphere

Let the metal fill $r<a$ and the depletion layer fill $a<r<R$, with width $w=R-a$. A hemisphere set into a flat surface has the same profile, because the cutting plane carries no normal field by symmetry. This requires a free surface without surface charge and with negligible normal field. With vacuum above a flat-topped hemisphere the normal field is small but not zero, and for a small contact the half-height distance shortens by a few per cent, most along the surface. A flat disc is a different problem.

Poisson's equation is now $(r^2\psi')'=(qN/\varepsilon)r^2$. Integrate from $r$ to $R$, where $\psi'(R)=0$:

$$-r^2\psi'(r)=\frac{qN}{3\varepsilon}(R^3-r^3).$$

This is Gauss's law: the field at $r$ is set by the donor charge outside $r$. Divide by $r^2$ and integrate again from $r$ to $R$, where $\psi(R)=0$:

$$\psi(r)=\frac{qN}{3\varepsilon}\int_r^R\Big(\frac{R^3}{s^2}-s\Big)ds
=\frac{qN}{3\varepsilon}\Big[\frac{R^3}{r}-R^2-\frac{R^2-r^2}{2}\Big].$$

Collecting terms over $2r$, the bracket is $(r^3-3R^2r+2R^3)/2r$, and the cubic factors as $(R-r)^2(2R+r)$. With $qN/\varepsilon=2V/W^2$, from the definition of $W$,

$$\frac{\psi}{V}=\frac{(R-r)^2(2R+r)}{3rW^2}. \tag{1}$$

The condition $\psi(a)=V$ reads $(R-a)^2(2R+a)=3aW^2$. Since $2R+a=2w+3a$, dividing by $3a$ gives

$$w^2\Big(1+\frac{2w}{3a}\Big)=W^2. \tag{2}$$

The left side grows steadily from zero with $w$, so there is one positive root, and it is smaller than $W$.

To solve the cubic, put $R=a(y+\tfrac12)$. Then $R-a=a(y-\tfrac12)$ and $2R+a=2a(y+1)$, and the contact condition becomes

$$2(y-\tfrac12)^2(y+1)=2y^3-\tfrac32y+\tfrac12=\frac{3W^2}{a^2}
\;\Rightarrow\; 4y^3-3y=\frac{6W^2}{a^2}-1\equiv c .$$

Because $4\cosh^3u-3\cosh u=\cosh3u$,

$$R=a\Big[\tfrac12+\cosh\big(\tfrac13\,\mathrm{arcosh}\,c\big)\Big]\qquad(c\ge1).$$

For $-1<c<1$ the same identity for the cosine replaces cosh and arcosh by cos and arccos. The root then has $\tfrac12<y<1$, so $R>a$ as required.

In the example $R=105.07$ nm and $w=95.07$ nm. Putting this into (2) gives $95.07^2\times(1+2\times95.07/30)=6.63\times10^4\ \mathrm{nm^2}$, the square of 257.5 nm.

## 3. Two limits of the depletion width

**Large sphere.** Since $w<W$, the term $2w/3a$ is below $2W/3a$. It vanishes for $a\gg W$, and $w\to W$.

**Small sphere.** If $w/a$ stayed bounded as $a\to0$, the left side of (2) would be of order $a^2$ and could not equal $W^2$. So $w/a$ grows without limit, the second term dominates, and

$$w\to w_0=\Big(\frac{3aW^2}{2}\Big)^{1/3}.$$

The example has $w_0=99.8$ nm. The next correction follows from writing (2) as $w^3(1+3a/2w)=w_0^3$, whose cube root to first order in $a/w_0$ is $w\approx w_0-a/2$. That gives 94.8 nm, against 95.1 nm from the full root.

The depletion width therefore does not approach the contact radius. It shrinks as $a^{1/3}$, more slowly than $a$, and $w/a$ diverges. The length that tends to $a$ must come from the shape of the barrier.

## 4. The barrier near a small sphere

Expanding the contact condition gives $2R^3=3aW^2+3aR^2-a^3$. Use this to remove $R^3$ from (1), written as $\psi/V=(r^2-3R^2+2R^3/r)/3W^2$:

$$\frac{\psi}{V}=\frac ar-\frac{R^2}{W^2}\Big(1-\frac ar\Big)+\frac{r^2-a^3/r}{3W^2}. \tag{3}$$

Hold $r/a$ fixed and let $a/W\to0$. Then $R\to w_0$, so $\eta\equiv R^2/W^2\to(3a/2W)^{2/3}\to0$. The last term is of order $a^2/W^2$ and vanishes faster. What remains is

$$\psi\to\frac{Va}{r},\qquad x_f\to a\Big(\frac1f-1\Big),\qquad x_{1/2}\to a .$$

This is the potential of a charged sphere in a medium without space charge. The donors that balance the metal's charge are mostly far away, and close to the metal the potential falls because the field lines spread. Doping has dropped out of the leading term.

The donor count shows how empty the near region is. The mean number in the whole layer is $(4\pi/3)N(R^3-a^3)=48.5$. In the shell between the metal and the half-height radius it is 0.18. For a hemisphere both numbers are halved.

**First correction.** Drop the last term of (3) and set $\psi=fV$. Then $a/r=(f+\eta)/(1+\eta)$, and

$$x_f=r-a\approx a\,\frac{1-f}{f+\eta},\qquad x_{1/2}\approx\frac{a}{1+2\eta}.$$

With $\eta=0.1665$ the estimate is $10/1.333=7.50$ nm. The numerical root of (1) is 7.54 nm. The estimate is low because the dropped term is positive for $r>a$, which raises $\psi$ and moves the half-height point outward.

For small $\eta$ the relative shortfall of $x_{1/2}$ below $a$ is about $2(3a/2W)^{2/3}$. Within full depletion the power 2/3 makes the approach slow. It does not survive as $a\to0$, where full depletion fails (Section 6). With mobile electrons the profile tends to the screened form $V(a/r)e^{-(r-a)/L_D}$, with $L_D$ the Debye length, and the shortfall tends to $2a/L_D$, linear in $a$. Solving $x_{1/2}=0.9a$ numerically with the depletion profile gives $a/W=0.0083$, or a radius of about 2.1 nm at the doping of the example. At that radius the sharp-edge condition of Section 6 no longer holds, and with mobile electrons the radius is about 3.5 nm.

Lower cuts through the barrier converge later, because the correction is small only when $\eta\ll f$. At $f=0.1$ the limit is $9a$, but $\eta=0.17$ already exceeds $f$, so the 10 nm sphere is not near that limit.

## 5. Bounds at any radius

Within full depletion, two bounds connect the flat and the small-sphere cases.

First, let $u=r\psi$. Then $u''=r\psi''+2\psi'=r\nabla^2\psi=rqN/\varepsilon>0$ in the layer, and $u'(R)=\psi(R)+R\psi'(R)=0$. A function with growing slope that reaches zero slope at $R$ has negative slope before it. So $u<u(a)=aV$, which means $\psi<Va/r$ for $r>a$.

Second, replace $3W^2$ in (1) by $w^2(2R+a)/a$:

$$\frac\psi V=\Big(1-\frac xw\Big)^2\,\frac{2R/r+1}{2R/a+1},\qquad x=r-a .$$

For $r>a$ the last factor is below one, and $w<W$, so $\psi<V(1-x/W)^2$ throughout the layer. As $\psi$ falls steadily with $r$, both inequalities carry over to the thickness:

$$x_f<\min\Big[a\Big(\frac1f-1\Big),\;W(1-\sqrt f)\Big].$$

For the example at half height the two bounds are 10 nm and 75.4 nm. The smaller one controls, and the actual thickness lies a quarter below it.

The field at the metal tells the same story. From Gauss's law and the expression for $2R^3$, $R^3-a^3=\tfrac{3a}{2}(W^2+R^2-a^2)$, so its magnitude is

$$E=-\psi'(a)=\frac{2V}{3W^2}\,\frac{R^3-a^3}{a^2}=\frac Va\Big(1+\frac{R^2-a^2}{W^2}\Big).$$

For a small sphere $E\to V/a$. For a large one, $R^2-a^2=w(2a+w)\to2aW$, and $E\to2V/W$, the flat result. The example gives $0.500\times1.165=0.58$ MV/cm, fifteen times the flat value of 0.039 MV/cm. With mobile electrons it is 0.57 MV/cm. This is above the bulk breakdown field of about 0.3 MV/cm quoted for silicon, but the field exceeds that value over only 4 nm, across which the bending drops by 0.16 V. Carrier transport, including tunnelling through so thin a barrier, lies outside this electrostatic model.

## 6. Restoring the mobile electrons

The sharp edge was an assumption. In equilibrium, with nondegenerate electrons and negligible holes, the electron density is $Ne^{-\psi/V_T}$, where $V_T=kT/q=0.0259$ V. The net charge density is

$$\rho=qN\big(1-e^{-\psi/V_T}\big),$$

with $\psi(a)=V$ and $\psi$ decaying exponentially into the bulk. The solution cannot go negative: at a negative minimum $\nabla^2\psi\ge0$, while $\rho$ would be negative there. Hence $0\le\rho\le qN$, and this is enough to bound $\psi$ from both sides.

*From above.* Now $(r\psi)''=r\rho/\varepsilon\ge0$, and $r\psi\to0$ far away. A convex function that tends to zero at infinity cannot increase anywhere. So $r\psi\le aV$ again.

*From below.* Let $d=\psi-\psi_{\rm dep}$, where $\psi_{\rm dep}$ is (1). For $a<r<R$,

$$(rd)''=-\frac{qN}{\varepsilon}\,r\,e^{-\psi/V_T}<0,\qquad d(a)=0,\quad d(R)=\psi(R)\ge0 .$$

A concave function that is nonnegative at both ends is nonnegative between them, so $\psi\ge\psi_{\rm dep}$. Beyond $R$ this is trivial, as $\psi_{\rm dep}=0$ there.

Therefore

$$x_f^{\rm dep}\le x_f\le a\Big(\frac1f-1\Big).$$

The left side tends to the right side in units of $a$ as $a/W\to0$, so the limit $x_{1/2}\to a$ holds with mobile electrons too. Solving the equation for the example by a finite-volume scheme with Newton iteration gives $x_{1/2}=7.90$ nm, 5% above the depletion value. Electrons cancel part of the donor charge, and the profile moves towards the Coulomb form.

The depletion edge is less robust. It is sharp only if $\psi$ exceeds $V_T$ by a large factor through most of the layer. For a small sphere the scale of $\psi$ in the outer part is $aV/R$. Insert $a\approx2R^3/3W^2$ and $W^2=2L_D^2V/V_T$, with the Debye length $L_D=\sqrt{\varepsilon V_T/qN}$:

$$\frac{aV}{R}\approx\frac{2R^2V}{3W^2}=\frac{R^2}{3L_D^2}\,V_T .$$

The condition is $R\gg\sqrt3\,L_D$. With $L_D=41.4$ nm the example has $R/\sqrt3L_D=1.5$, so its 95 nm depletion width marks a gradual transition. Since $R\to0$ as $a\to0$ at fixed doping, the condition must eventually fail.

The table follows both lengths at the same $V$ and temperature. The last column is $\rho/qN$ midway between $a$ and $R$, from the solution with mobile electrons; full depletion would give 1.

| $a/W$ | $w/a$ | $x_{1/2}/a$, depletion | $x_{1/2}/a$, mobile | $\rho/qN$, midway |
|---|---|---|---|---|
| 10 | 0.097 | 0.028 | 0.029 | 0.99 |
| 1 | 0.81 | 0.196 | 0.205 | 0.99 |
| 0.1 | 4.9 | 0.606 | 0.637 | 0.89 |
| 0.01 | 24 | 0.888 | 0.920 | 0.55 |
| 0.001 | 114 | 0.974 | 0.989 | 0.21 |
| 0.0001 | 531 | 0.994 | 0.999 | 0.06 |

Down the table the nominal depletion width becomes hundreds of radii while its charge picture dissolves. The half-height thickness settles at one radius. The last two rows display the mathematical limit: with $W=257.5$ nm they would mean radii of 0.26 nm and 0.026 nm, where a continuum contact has no meaning. Lower doping is a physical route to small $a/W$. Since $W\propto N^{-1/2}$ at fixed $V$, a 10 nm sphere then reaches $a/W=0.01$ when $N$ is about 15 times smaller than here. If the barrier height is fixed instead, $V$ falls slightly with the doping and the factor is somewhat larger.

## 7. What the smooth barrier leaves out

**Discrete donors.** A mean of 0.18 donors in the half-height shell means that at most 18% of such spheres have any donor there, because the probability of at least one cannot exceed the mean number. Most have none. Where there is a donor in the shell, or just outside it, its own Coulomb potential changes the barrier locally, and the averaged profile does not describe it.

**Image force.** An electron at distance $x$ from a locally flat metal is attracted by its image. Close to the contact the barrier, in volts, is

$$V-Ex-\frac{q}{16\pi\varepsilon x}.$$

Its derivative vanishes at $x_m=\sqrt{q/16\pi\varepsilon E}$. Both subtracted terms are equal there, and their sum is

$$\Delta=2Ex_m=\sqrt{\frac{qE}{4\pi\varepsilon}} .$$

The example gives $\Delta=0.084$ V. Replacing the straight line $V-Ex$ by the curved profile (1) and finding the maximum numerically gives 0.081 V, at 0.77 nm from the metal. The curved profile lies above its tangent, so the top is lowered less. The distance is small compared with 10 nm, which supports treating the metal as locally flat. The image term of a sphere held at fixed potential, $qa/[8\pi\varepsilon x(2a+x)]$, is slightly weaker and gives 0.079 V at the same distance.

The lowering is about 16% of $V$. In the straight-line, flat-metal estimate with $E\approx V/a$, both $\Delta/V$ and $x_m/a$ grow as $a^{-1/2}$ at fixed $V$. With the curved profile and the spherical image, the powers between 20 and 2.5 nm are about $-0.4$ and $-0.6$. The image force therefore matters more as the contact shrinks. The flat-metal estimate requires $x_m\ll a$, so it also becomes less accurate. The result $x_{1/2}\to a$ is a statement about the electrostatic barrier before this correction.

All numerical values are calculated from the stated model.
